\section*{When Gaussian-smeared dipoles avoid the polarization catastrophe at every separation}

\section{The decision: how wide to smear a site}

One way to model the electronic response of a dielectric is to couple polarizable sites through smeared dipoles. The range \(s\) of the smearing must then be chosen. If \(s\) is too small, two close sites can polarize each other without limit. The linear solver may then still return a number, but that number does not describe a stable system. The question is how large \(s\) must be for a given site polarizability \(a\) if no separation is to cause trouble.

For two identical, isotropic, linear dipoles coupled through \(\operatorname{erf}(r/s)/r\), the answer is
\begin{equation}
a<a_{\max}=\frac{3\sqrt{\pi}}{4}\,s^3 .
\label{bound}
\end{equation}
This condition is sufficient, and it is also necessary if every separation down to \(r=0\) is admitted. I use Gaussian units, so \(a\) is a volume, and consider the static response.

\section{Simple case: two point dipoles}

Let \(\phi(r)\) be the interaction of two unit charges, \(\phi=1/r\) for points. A dipole \(\boldsymbol\mu_2\) has potential \(-\boldsymbol\mu_2\cdot\nabla\phi\), and its field at site 1 is minus the gradient of this:
\begin{equation}
\mathbf E_{1\leftarrow2}=T\boldsymbol\mu_2,\qquad T_{ij}=\partial_i\partial_j\phi .
\end{equation}
Polarizing one site costs \(\mu^2/(2a)\). In a uniform field \(\mathbf E\) the energy is therefore
\begin{equation}
U=\frac{\mu_1^2+\mu_2^2}{2a}-\boldsymbol\mu_1\cdot T\boldsymbol\mu_2-\mathbf E\cdot(\boldsymbol\mu_1+\boldsymbol\mu_2).
\label{energy}
\end{equation}
Take both dipoles along an eigenvector of \(T\) with eigenvalue \(t\), and set \(\mu_\pm=(\mu_1\pm\mu_2)/\sqrt2\). Then \(\mu_1^2+\mu_2^2=\mu_+^2+\mu_-^2\) and \(\mu_1\mu_2=(\mu_+^2-\mu_-^2)/2\). Without the field,
\begin{equation}
U=\frac12\left(\frac1a-t\right)\mu_+^2+\frac12\left(\frac1a+t\right)\mu_-^2 .
\label{modes}
\end{equation}
The brackets are the stiffnesses of the parallel and antiparallel modes. Both are positive when \(a|t|<1\). If one vanishes, its dipole can grow at no cost in this linear model: that is the polarization catastrophe. If one is negative, the stationary point of \(U\) is no longer a minimum.

A uniform field drives only the parallel mode. With \(\mu_1=\mu_2=\mu\), stationarity gives \(\mu/a-t\mu=E\), so the polarizability of the pair is
\begin{equation}
\alpha_{\rm pair}=\frac{2\mu}{E}=\frac{2a}{1-at}.
\label{pair}
\end{equation}
A soft antiparallel mode is invisible in this quantity, although a field gradient would excite it. A reasonable value of \(\alpha_{\rm pair}\) is thus no proof of stability.

For \(\phi=1/r\) the eigenvalues are \(t_L=2/r^3\) along the axis and \(t_T=-1/r^3\), twice, across it. The head-to-tail parallel mode softens at \(r=(2a)^{1/3}\), and the transverse antiparallel modes soften at \(r=a^{1/3}\). In the limit of large \(r\) the coupling vanishes and \(\alpha_{\rm pair}\to2a\), as it should. In the limit \(r\to0\) no positive \(a\) is safe.

\section{Generalization: smeared charge}

Replace each point charge by the normalized cloud \(\rho(q)=e^{-q^2/R^2}/(\pi^{3/2}R^3)\), whose Fourier transform is \(e^{-k^2R^2/4}\). Two clouds contribute the product of their transforms, so with \(s=\sqrt2\,R\)
\begin{equation}
\phi(r)=\int\!\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,e^{-k^2s^2/4}e^{i\mathbf k\cdot\mathbf r}
=\frac2\pi\int_0^\infty\! e^{-k^2s^2/4}\,\frac{\sin kr}{kr}\,dk .
\label{fourier}
\end{equation}
Multiply by \(r\) and differentiate:
\begin{equation}
\frac{d(r\phi)}{dr}=\frac2\pi\int_0^\infty e^{-k^2s^2/4}\cos kr\,dk=\frac{2}{\sqrt\pi\,s}\,e^{-r^2/s^2}.
\label{rphi}
\end{equation}
Since \(r\phi=0\) at \(r=0\), integration gives \(\phi=\operatorname{erf}(r/s)/r\). The length \(s\) belongs to the pair; the width of one cloud is \(R=s/\sqrt2\).

A smeared dipole at \(\mathbf r_i\) has charge density \(\boldsymbol\mu_i\cdot\nabla_i\rho(\mathbf x-\mathbf r_i)\), with \(\nabla_i\) acting on \(\mathbf r_i\). The interaction is \((\boldsymbol\mu_1\cdot\nabla_1)(\boldsymbol\mu_2\cdot\nabla_2)\phi\). Because \(\nabla_2=-\nabla_1\) on a function of \(\mathbf r_1-\mathbf r_2\), this equals \(-\boldsymbol\mu_1\cdot T\boldsymbol\mu_2\). Equations \eqref{energy}--\eqref{pair} carry over with the new \(T\).

For any central \(\phi\),
\begin{equation}
T_{ij}=\frac{\phi'}r(\delta_{ij}-\hat r_i\hat r_j)+\phi''\hat r_i\hat r_j ,
\end{equation}
so \(t_T=\phi'/r\) and \(t_L=\phi''\). With \(x=r/s\),
\begin{equation}
t_T=-\frac{g(x)}{s^3},\qquad
g(x)=\frac{1}{x^3}\left[\operatorname{erf}x-\frac{2x}{\sqrt\pi}e^{-x^2}\right].
\label{tt}
\end{equation}
The trace of \(T\) supplies \(t_L\). From \eqref{rphi},
\begin{equation}
t_L+2t_T=\nabla^2\phi=\frac1r\frac{d^2(r\phi)}{dr^2}=-\frac{4}{\sqrt\pi\,s^3}e^{-x^2},
\end{equation}
and hence
\begin{equation}
t_L=\frac1{s^3}\left[2g(x)-\frac4{\sqrt\pi}e^{-x^2}\right].
\label{tl}
\end{equation}

Two limits test these forms. For \(x\to\infty\), \(g\to1/x^3\) and the point values return. For small \(x\), note that the square bracket in \eqref{tt} has derivative \((4/\sqrt\pi)x^2e^{-x^2}\), because the two terms without \(x^2\) cancel. Integrating from 0 to \(x\) with the variable \(xu\) gives
\begin{equation}
g(x)=\frac4{\sqrt\pi}\int_0^1u^2e^{-x^2u^2}du
=\frac4{\sqrt\pi}\left(\frac13-\frac{x^2}5+\cdots\right).
\label{gint}
\end{equation}
Insert this in \eqref{tt} and \eqref{tl}, with \(e^{-x^2}=1-x^2+\cdots\):
\begin{equation}
t_T\simeq-T_0\left(1-\tfrac35x^2\right),\quad
t_L\simeq-T_0\left(1-\tfrac95x^2\right),\quad
T_0=\frac{4}{3\sqrt\pi\,s^3}.
\end{equation}
At contact the coupling is finite and isotropic. The longitudinal eigenvalue has changed sign relative to the point dipole: when the clouds overlap strongly, the field felt by one opposes the dipole that makes it.

\section{The bound at every separation}

The contact limit suggests \(aT_0<1\), which is \eqref{bound}. It remains to show that no other separation has a stronger coupling. Differentiating \eqref{fourier} twice brings down \(-k_ik_j\). For a unit vector \(\mathbf u\),
\begin{equation}
\mathbf u\cdot T(\mathbf r)\mathbf u=-\int\!\frac{d^3k}{(2\pi)^3}\,4\pi(\hat{\mathbf k}\cdot\mathbf u)^2e^{-k^2s^2/4}\cos(\mathbf k\cdot\mathbf r).
\label{tk}
\end{equation}
Everything except the cosine is non-negative. Replacing \(|\cos|\) by 1 gives an upper limit on the magnitude, and that limit is the contact value:
\begin{equation}
|\mathbf u\cdot T(\mathbf r)\mathbf u|\le
\frac{4\pi}{3}\,\frac1{(2\pi)^3}\left(\frac{4\pi}{s^2}\right)^{3/2}
=\frac4{3\sqrt\pi\,s^3}=T_0 .
\end{equation}
The factor \(1/3\) is the angular average of \((\hat{\mathbf k}\cdot\mathbf u)^2\). For \(r>0\) the inequality is strict, since \(|\cos(\mathbf k\cdot\mathbf r)|<1\) for almost all \(\mathbf k\). If \(aT_0<1\), both stiffnesses in \eqref{modes} are therefore positive at every separation.

For the converse, \eqref{gint} shows that \(g\) falls monotonically from \(T_0s^3\) to zero. If \(a>a_{\max}\), then \(ag(x)/s^3=1\) has one root at some \(r>0\). There the two transverse antiparallel modes have zero stiffness, and at smaller \(r\) it is negative. At \(a=a_{\max}\) the only singular separation is \(r=0\).

The contact energies show the balance. Two antiparallel dipoles of size \(\mu\) cost \(\mu^2/a\) to polarize and gain \(T_0\mu^2\) from their interaction. The bound says that the cost must exceed the gain.

\subsection{The head-to-tail mode comes later}

For point dipoles the longitudinal parallel mode softens first as the sites approach. After smearing it needs positive \(t_L\). From the derivative used for \eqref{gint}, \(g'=[-3g+(4/\sqrt\pi)e^{-x^2}]/x\), so
\begin{equation}
s^3\frac{dt_L}{dx}=\frac2x\left[-3g+\frac4{\sqrt\pi}(1+x^2)e^{-x^2}\right].
\end{equation}
Multiply the bracket by \(x^3\) and call it \(N(x)\). It starts at zero, and
\begin{equation}
N'(x)=\frac4{\sqrt\pi}\,x^4(3-2x^2)e^{-x^2}.
\end{equation}
Thus \(N\) rises, then falls towards \(-3\), and crosses zero once. So \(t_L\) has a single maximum, at \(3g=(4/\sqrt\pi)(1+x^2)e^{-x^2}\). Eliminating \(g\) from \eqref{tl} gives its height,
\begin{equation}
t_L^{\max}=T_0(2x^2-1)e^{-x^2}.
\end{equation}
Numerical maximization of \eqref{tl} puts it at \(x=1.614\), with \(s^3t_L^{\max}=0.2342\). The head-to-tail catastrophe thus requires \(a\ge4.27\,s^3\), while \(a_{\max}=1.329\,s^3\). The bound is set by overlapping antiparallel dipoles.

\section{Generalization: any number of sites}

A pair condition need not protect a crowd, because many weak couplings can add. Here it does. Define \(K_{ij}=-T(\mathbf r_i-\mathbf r_j)\), including the diagonal \(K_{ii}=T_0I\). From \eqref{tk},
\begin{equation}
\sum_{ij}\boldsymbol\mu_i\cdot K_{ij}\boldsymbol\mu_j
=\int\!\frac{d^3k}{(2\pi)^3}\,4\pi e^{-k^2s^2/4}
\Bigl|\sum_i\hat{\mathbf k}\cdot\boldsymbol\mu_i\,e^{i\mathbf k\cdot\mathbf r_i}\Bigr|^2\ge0 .
\label{positive}
\end{equation}
This is twice the electrostatic field energy of the smeared dipoles. The stiffness matrix \(A\) contains \(1/a\) on the diagonal and \(-T\) between different sites, but no self-interaction. Adding and subtracting \(T_0\) on the diagonal gives
\begin{equation}
A=\left(\frac1a-T_0\right)I+K,\qquad
\lambda_{\min}(A)\ge\frac1a-T_0 .
\label{many}
\end{equation}
Condition \eqref{bound} therefore excludes a catastrophe for any number of identical sites in any arrangement, provided every pair is coupled by the full kernel. Dropping a pair removes the guarantee: for three coincident sites with one pair uncoupled, the lowest stiffness is \(1/a-\sqrt2\,T_0\). For one dipole the field energy is \(T_0\mu^2/2\), so the bound has a plain meaning: polarizing a site must cost more than the self-field energy of its smeared dipole. If the polarizabilities differ but \(s\) is common, the same step works with \(1/a_i-T_0\) on the diagonal, and it suffices that every \(a_i\) lies below \(a_{\max}\).

The limit of \(n\) coincident sites tests whether \eqref{many} can be improved. Then \(K_{ij}=T_0I\) for all \(i,j\). Dipoles that sum to zero give \(K\boldsymbol\mu=0\) and stiffness \(1/a-T_0\), so the limit is attained. Equal dipoles give \(1/a+(n-1)T_0\), which is stiffer than a single site.

As an illustration, I placed 12 sites at random in cubes of edge \(0.3s\), \(s\), \(2s\), \(4s\) and \(8s\), six times each, with \(a=0.99\,a_{\max}\), and diagonalized \(A\). The lowest value of \(a\lambda\) over the 30 clusters was 0.0100, which is the floor \(1-0.99\) to the digits shown. With point dipoles at the same positions, 27 of the 30 clusters were unstable.

\subsection{The marginal choice of width}

One can also fix the width by demanding \(a=a_{\max}\), so that the self-field energy equals the polarization cost. With \(s^3=2\sqrt2R^3\),
\begin{equation}
R^3=\frac{4a}{3\sqrt\pi\,2\sqrt2}=\frac13\sqrt{\frac2\pi}\;a .
\end{equation}
This choice leaves \(A=K\), with no reserve. For distinct sites \(K\) is still positive definite: the integral in \eqref{positive} vanishes only if the sum over sites vanishes for all \(\mathbf k\). Multiplied by \(ik\), that sum is the Fourier transform (with factor \(e^{i\mathbf k\cdot\mathbf x}\)) of the point-dipole density \(-\sum_i\boldsymbol\mu_i\cdot\nabla\delta(\mathbf x-\mathbf r_i)\). Because the positions are distinct, this density vanishes only if every \(\boldsymbol\mu_i\) does. Close sites can nevertheless make \(A\) nearly singular.

\section{Numbers for a carbon bridge in a low-\(k\) glass}

Consider two carbon-centred sites of an ethylene bridge in an organosilicate glass. I choose round model values: \(a=2.2\ \text{\AA}^3\), \(s=1.3\ \text{\AA}\) and separation \(1.5\ \text{\AA}\). Each site stands for a carbon with its hydrogens.

The bound is \(a_{\max}=1.329\times1.3^3=2.92\ \text{\AA}^3\), or \(3.25\times10^{-40}\ \mathrm{C\,m^2/V}\). The ratio \(a/a_{\max}=0.753\) keeps the lowest stiffness above \(0.24/a\), whatever the arrangement. Conversely, the smallest safe range is
\begin{equation}
s_{\min}=\left(\frac{4a}{3\sqrt\pi}\right)^{1/3}=1.183\ \text{\AA}=0.1183\ \text{nm},
\end{equation}
and \(s\) must be larger than this.

At the bond, \(x=1.5/1.3=1.154\) and \(g=0.3602\). Equations \eqref{tt} and \eqref{tl} give \(at_T=-0.3607\) and \(at_L=0.1246\), hence
\begin{align}
\alpha_\parallel&=\frac{4.4}{1-0.1246}=5.03\ \text{\AA}^3, &
\alpha_\perp&=\frac{4.4}{1+0.3607}=3.23\ \text{\AA}^3 .
\end{align}
For point dipoles the parallel value would be
\begin{equation}
\frac{4.4}{1-4.4/1.5^3}=-14.5\ \text{\AA}^3 .
\end{equation}
The negative sign is the mark of a saddle: the bond is shorter than the catastrophe distance \((2a)^{1/3}=1.64\ \text{\AA}\).

\subsection{Breaking the bound, and when that is harmless}

Keep \(a\) and reduce \(s\) to \(1.1\ \text{\AA}\). Now \(a_{\max}=1.77\ \text{\AA}^3\) and \(a/a_{\max}=1.24\). Solving \(ag(r/s)/s^3=1\) numerically gives a catastrophe at \(r=0.67\ \text{\AA}\). At the bond length the pair is still stable, with lowest stiffness \(0.54/a\). A code that meets only this bond would notice nothing; one that lets sites approach freely can enter the unstable region. Even there, a direct solution in a uniform field can look normal, because the unstable mode is antiparallel.

This suggests a weaker pair rule when no contact is shorter than \(d=1.5\ \text{\AA}\). The transverse modes are then safe for every \(s\), since \(g<1/x^3\) gives \(a|t_T|<a/d^3=0.65\). For the longitudinal modes, differentiate \(r^3t_L=x^3s^3t_L\) at fixed \(r\):
\begin{equation}
\frac{d(r^3t_L)}{dx}=\frac4{\sqrt\pi}\,x^2(2x^2-1)e^{-x^2}.
\end{equation}
This is positive for \(x>0.71\), so at fixed \(r\) a wider kernel lowers \(t_L\) there. Solving \(at_L(d)=1\) numerically gives \(s=0.764\ \text{\AA}\). There \(x=1.96\) lies beyond the maximum of \(t_L\), so larger separations couple less. For \(s\) between this value and \(s_{\min}\), every \(r\ge d\) has \(x>1.2\). There \(t_L\) is positive, so the longitudinal antiparallel mode is safe, and \(t_L\) is lower than for \(s=0.764\ \text{\AA}\) at the same \(r\), so the parallel mode is safe too. For \(s>s_{\min}\) the general bound \eqref{bound} applies. For this \(a\) and this shortest contact, the pair is stable for any \(s\) above 0.764 \AA. This relaxed rule is a statement about pairs; the many-site guarantee \eqref{many} still needs \(s>1.183\ \text{\AA}\). The difference is real: a straight chain of 20 such sites spaced 1.5 \AA\ apart is already unstable at \(s=1.1\ \text{\AA}\), with lowest stiffness \(-0.14/a\), although no contact is shorter than the bond.

\section{Setting the model beside the material}

Ethane is the bridge with its silicon neighbours replaced by hydrogen. I computed it by Hartree--Fock in the aug-cc-pVDZ basis, in a staggered geometry with C--C 1.50 \AA, C--H 1.10 \AA\ and C--C--H angle \(111^\circ\). The polarizability is the induced dipole divided by a small applied field of 0.003 atomic units; along the axis a second field, twice as large, was used to remove the quadratic correction. The result is \(4.35\ \text{\AA}^3\) along the axis and \(3.94\ \text{\AA}^3\) across it. This reference omits electron correlation and nuclear motion. The last digit depends on the basis: aug-cc-pVTZ gives \(4.36\) and \(3.95\ \text{\AA}^3\). The difference of the two values depends more strongly on the C--C distance: in aug-cc-pVDZ it grows from \(0.40\ \text{\AA}^3\) at 1.50 \AA\ to about \(0.55\ \text{\AA}^3\) at 1.55 \AA.

The model mean, \((5.03+2\times3.23)/3=3.83\ \text{\AA}^3\), is 6\% below the Hartree--Fock mean of \(4.08\ \text{\AA}^3\), so the chosen \(a\) has a sensible size for ethane. Two of ethane's six hydrogens are not part of the bridge, so this agreement does not fix \(a\) for the bridge itself. The anisotropy is poor: \(1.79\ \text{\AA}^3\) in the model against \(0.40\ \text{\AA}^3\). Stability does not imply accuracy. This comparison does not isolate the cause of the excess anisotropy.

Other neglected effects can be sized for the same numbers. Treat the C--C stretch as a harmonic oscillator of frequency \(\omega\) with rough values \(1000\ \mathrm{cm^{-1}}\) and reduced mass \(M=7.5\) atomic mass units. At a process temperature of 670 K its mean-square displacement, \((\hbar/2M\omega)\coth(\hbar\omega/2k_BT)\), gives an rms motion of 0.053 \AA. In the model, lengthening or shortening the bond by this amount changes \(\alpha_\parallel\) by \(+2.4\%\) or \(-2.6\%\). At a rough breakdown field of 5 MV/cm, the quadratic correction from the two ethane calculations is \(2\times10^{-5}\) of the parallel response. Linearity is not the weak point.

The surrounding film matters more. For rough organosilicate values \(k=2.7\) and refractive index \(n=1.4\), the Lorentz estimate of the local field is \((k+2)/3=1.57\) times the macroscopic field. An isolated pair misses this 57\% enhancement. The ratio of \((n^2-1)/(n^2+2)\) to \((k-1)/(k+2)\) is 0.67, so in this estimate about a third of the film's static polarizability comes from slower, nuclear motion that electronic sites do not contain. This share is sensitive to the rough inputs: with \(n=1.45\) it would be about a quarter. A real film is also porous and chemically mixed, and its sites do not share one \(s\).

For choosing \(s\), the working rule is therefore conditional. With linear isotropic sites, a common Gaussian kernel acting between all pairs and no restriction on distance, take \(s>(4a/3\sqrt\pi)^{1/3}\), where \(a\) is the largest site polarizability. The rule does not cover codes that exclude bonded pairs or truncate the kernel. For \(a=2.2\ \text{\AA}^3\) and \(s=1.3\ \text{\AA}\), a \(5\times5\times5\) cubic block of spacing 1.5 \AA\ has lowest stiffness \(0.25/a\) with all pairs coupled, but \(-0.51/a\) with nearest neighbours excluded. A different damping function needs its own proof, because the argument rests on the non-negative weight in \eqref{tk}.
